# Quantum-corrected classical spin dynamics: agreement with linear spin-wave theory and windowing

## Result and conventions

Let $S_{\rm cl}(q,\omega)$ be the transverse dynamical structure factor of classical spins, started from the Boltzmann distribution and evolved by their precession equation. At low temperature, one-magnon scattering in linear spin-wave theory (LSWT) is recovered by

$$S_{\rm LSWT}(q,\omega)\simeq f(\beta\omega)\,S_{\rm cl}(q,\omega),\qquad f(x)=\frac{x}{1-e^{-x}},\qquad \beta=\frac1{kT}. \tag{1}$$

The Hamiltonian is bilinear in the spins, with exchange scale $J$, spin length $S$, a stable classical ground state and no zero modes. At fixed anisotropy the classical nonlinear corrections are of relative order $kT/(JS^2)$. They shift and broaden lines, so (1) compares line positions and integrated weights, or spectra smoothed at fixed resolution.

I set $\hbar=1$ and the lattice spacing to 1. Positive $\omega$ means that the magnet gains energy. For a spin component, $A_q=N^{-1/2}\sum_j e^{-iqj}S_j$ and

$$S(q,\omega)=\frac1{2\pi}\int dt\,e^{-i\omega t}C(t),\qquad C(t)=\langle A_q^\dagger(0)A_q(t)\rangle. \tag{2}$$

## Why the factor is right for one magnon

Near the ground state, collect the transverse deviations in canonical variables $z_a$, with $H=\tfrac12 z^TMz$ and $M$ positive definite. Quantum mechanically $[z_a,z_b]=i\Omega_{ab}$; classically $\{z_a,z_b\}=\Omega_{ab}$. Both theories give $\dot z=\Omega Mz$. A one-magnon observable $A$ is linear in $z$, so its commutator is a number, not an operator:

$$[A(t),A^\dagger(0)]=i\,G(t),\qquad G(t)=\{A(t),A^*(0)\}. \tag{3}$$

The same $G$ appears in both theories and does not depend on temperature. Define

$$R(\omega)=\frac1{2\pi}\int dt\,e^{-i\omega t}\,[A^\dagger(0),A(t)]=-\frac{i}{2\pi}\int dt\,e^{-i\omega t}G(t).$$

**Quantum side.** With eigenstates $n,m$ and occupation probabilities $p_n$, (2) becomes

$$S_{\rm qu}(\omega)=\sum_{nm}p_n|A_{mn}|^2\,\delta(\omega-E_m+E_n).$$

The opposite ordering $\langle A(t)A^\dagger(0)\rangle$ has the same matrix elements but $p_m=p_ne^{-\beta\omega}$ in place of $p_n$. Subtracting the two orderings gives $R=(1-e^{-\beta\omega})S_{\rm qu}$.

**Classical side.** The phase-space integral of a Poisson bracket vanishes when the boundary terms do. Hence

$$0=\int\{F,Ge^{-\beta H}\}=\int\{F,G\}e^{-\beta H}-\beta\int G\{F,H\}e^{-\beta H},$$

so $\langle\{F,G\}\rangle=\beta\langle G\dot F\rangle$ for any two functions $F,G$. Taking $A(t)$ and $A^*(0)$ for them gives $G(t)=\beta\,\dot C_{\rm cl}(t)$ for the function in (3). A time derivative becomes $i\omega$ under the transform (2), so

$$R=-i\beta(i\omega)S_{\rm cl}=\beta\omega\,S_{\rm cl}.$$

Equating the two expressions for $R$ gives (1) for the quadratic theory.

## An antiferromagnetic chain, written out

Take, with $J>0$ and $D>1$,

$$H=J\sum_j\left(S^x_jS^x_{j+1}+S^y_jS^y_{j+1}+D\,S^z_jS^z_{j+1}\right).$$

The classical ground state alternates along $z$. On odd sites rotate the axes by $\pi$ about $x$: $S^x=s^x$, $S^y=-s^y$, $S^z=-s^z$. Each bond becomes $J(s^xs^x-s^ys^y-Ds^zs^z)$. Insert

$$s^x\simeq\sqrt S\,X,\quad s^y\simeq\sqrt S\,P,\quad s^z=S-\tfrac12(X^2+P^2-1),\quad [X,P]=i.$$

Every site belongs to two bonds, so the longitudinal term contributes $JSD(X_j^2+P_j^2)$ per site. Apart from a constant,

$$H_2=JS\sum_j\left[D(X_j^2+P_j^2)+X_jX_{j+1}-P_jP_{j+1}\right]=\tfrac12\sum_q\left(A_q|X_q|^2+B_q|P_q|^2\right),$$

$$A_q=2JS(D+\cos q),\qquad B_q=2JS(D-\cos q).$$

Here $A_q$ with this meaning is a stiffness. The equations $\dot X_q=B_qP_q$ and $\dot P_q=-A_qX_q$ give

$$\omega_q=\sqrt{A_qB_q}=2JS\sqrt{D^2-\cos^2q}.$$

Classically $\langle|X_q|^2\rangle=kT/A_q$, and the correlation in time is this value times $\cos\omega_qt$. Thus $S^{xx}$ has weight $SkT/(2A_q)$ at each of $\pm\omega_q$. For the other component, $S^y_j=(-1)^j\sqrt S\,P_j$ shifts the wavevector by $\pi$. Since $B_{q+\pi}=A_q$ and $\omega_{q+\pi}=\omega_q$, $S^{yy}$ has the same weights. Their sum is

$$S_{\rm cl}^{xx+yy}=\frac{SkT}{A_q}\left[\delta(\omega-\omega_q)+\delta(\omega+\omega_q)\right].$$

With $n_q=1/(e^{\beta\omega_q}-1)$, $f(\beta\omega_q)=\beta\omega_q(1+n_q)$ and $f(-\beta\omega_q)=\beta\omega_qn_q$. Multiplication by $f$, with $\omega_q/A_q=\sqrt{B_q/A_q}$, gives

$$S\sqrt{\frac{B_q}{A_q}}\left[(1+n_q)\delta(\omega-\omega_q)+n_q\delta(\omega+\omega_q)\right]. \tag{4}$$

The direct quantum calculation uses $X_q=(B_q/A_q)^{1/4}(b_q+b_{-q}^\dagger)/\sqrt2$. Then

$$\langle X_q^\dagger(0)X_q(t)\rangle=\tfrac12\sqrt{B_q/A_q}\left[(1+n_q)e^{i\omega_qt}+n_qe^{-i\omega_qt}\right],$$

which, multiplied by $S$ and doubled for the two components, is (4).

For $kT\gg\omega_q$, $f\simeq1+\beta\omega/2$ and the correction fades. For $kT\ll\omega_q$, the classical weight vanishes in proportion to $T$, while $f\simeq\beta\omega$ at positive energy restores the finite zero-point weight $S\sqrt{B_q/A_q}$. The loss side vanishes.

## Two limits and the small parameter

Classically $X^2\sim kT/(JS)$. Quartic terms $JX^4$ divided by quadratic terms $JSX^2$ give $X^2/S\sim kT/(JS^2)$. For the infinite chain the prefactor follows from the mean relative reduction of $s^z$ per site. Using $\frac1{2\pi}\int_0^{2\pi}dq/(D\pm\cos q)=1/\sqrt{D^2-1}$,

$$\frac{\langle X^2+P^2\rangle}{2S}=\frac{kT}{2S}\int_0^{2\pi}\frac{dq}{2\pi}\left(\frac1{A_q}+\frac1{B_q}\right)=\frac{kT}{2JS^2\sqrt{D^2-1}}. \tag{5}$$

It must be small. As $D\to1$ it diverges, and the expansion about a fixed axis fails in this chain.

At fixed $S$ and $T\to0$, the corrected simulation approaches zero-temperature LSWT. It does not supply the zero-point interactions that LSWT omits. At fixed $kT/(JS)$ and $S\to\infty$, $\beta\omega_q$ stays finite while (5) falls as $1/S$; thermal occupations then survive and (4) is the common leading-order limit.

## Algorithm

For a local energy $h\cdot S$, the commutator $[S^x,S^y]=iS^z$ and its cyclic forms give $\dot S=i[H,S]=h\times S$, with $h=\partial H/\partial S$. On the chain, the field on even spins depends on odd spins alone, and conversely.

*Sampling.* With neighbours fixed, let $c$ be the cosine of the angle between a spin and $-h$. Its density is proportional to $e^{\kappa c}$, $\kappa=\beta S|h|$, because $dc\,d\phi$ is the area element on the sphere. Setting the cumulative probability equal to a uniform random number $u$ gives

$$c=1+\frac1\kappa\ln\left[u+(1-u)e^{-2\kappa}\right],$$

with uniform azimuth $\phi$.

*Evolution.* Rotate one sublattice about its fixed fields by the angle $|h|\Delta$, then the other. Each rotation preserves $h\cdot S$, which summed over the moving sublattice is the whole energy.

```text
for each replica:
    start from the alternating state
    repeat heat-bath sweeps: even spins, then odd spins
    for k = 0 ... n-1:
        store u_q(k) = spatial FFT of (Sx + i Sy) / sqrt(N)
        repeat m times:
            rotate even spins by Delta/2
            rotate odd spins by Delta
            rotate even spins by Delta/2
for each q:
    U(q,w) = time FFT of window(k) * u_q(k)
    P(q,w) = delta/(2 pi sum window^2) * mean |U(q,w)|^2
P(q,w) <- [P(q,w) + P(-q,-w)] / 2     # Sxx + Syy
average P over q and -q
multiply by f(beta w)
apply instrumental broadening, if wanted
```

Here $\delta=m\Delta$ is the sampling interval. The first average removes the cross term: $|F_x+iF_y|^2=|F_x|^2+|F_y|^2+2\,{\rm Im}(F_xF_y^*)$, and for real spin components the last term changes sign under $(q,\omega)\to(-q,-\omega)$. The second average uses the reflection symmetry of this chain. Omit it when the magnons of the simulated domain are nonreciprocal, $\omega_q\neq\omega_{-q}$, as in a ferromagnet with Dzyaloshinskii–Moriya exchange.

For $R$ replicas, evolution costs $O(RNnm)$ and the transforms $O[RNn(\log N+\log n)]$. Storing double-precision complex data takes $16RNn$ bytes.

Spin lengths and energy do not drift in exact arithmetic, so the trajectory cannot blow up. Phase accuracy still requires $\omega_{\max}\Delta\ll1$; the symmetric splitting has a frequency error of order $\Delta^2$. For negative $x$, evaluate $f(x)=e^{-|x|}f(|x|)$ to avoid overflow, and set $f(0)=1$.

## What the window does

Sample at $t_j=j\delta$, with $L=n\delta$ and window $w_j$. Stationarity gives $\langle A^*(t_l)A(t_j)\rangle=C(t_j-t_l)$. Inserting the inverse of (2) into the mean periodogram yields

$$\langle P(\omega)\rangle=\int d\omega'\,K(\omega-\omega')S_{\rm cl}(\omega'),\qquad K(x)=\frac{\delta}{2\pi\sum_jw_j^2}\left|\sum_jw_je^{-ixt_j}\right|^2.$$

The factor therefore multiplies an already broadened spectrum. A line of unit weight at $\omega_0$ acquires the corrected weight $I=(2\pi/L)\sum_kf(\beta\omega_k)K(\omega_k-\omega_0)$ instead of $f(\beta\omega_0)$.

**Hann window.** For $w(t)=\sin^2(\pi t/L)$, Parseval's theorem gives the variance of $K$:

$$\sigma^2=\frac{\int_0^Lw'^2dt}{\int_0^Lw^2dt}=\frac{\pi^2/(2L)}{3L/8}=\frac{4\pi^2}{3L^2}.$$

The first moment vanishes because $K$ is even. The window and its slope vanish at both ends, so $K$ falls as $x^{-6}$ and this moment is finite. Replacing the bin integral by the bin sum adds second derivatives of the window autocorrelation at nonzero multiples of $L$, which vanish. Expanding $f$ about the line gives, for $\beta\sigma\ll1$,

$$I\simeq f(\beta\omega_0)+\frac{2\pi^2\beta^2}{3L^2}f''(\beta\omega_0). \tag{6}$$

With $L=40\,\hbar/$meV, $\omega_0=4.948$ meV and $\beta\omega_0=2$, one has $f''(2)=0.1133$ and a bias of $7.6\times10^{-5}$.

**Rectangular window.** The geometric sum gives

$$K(x)=\frac{\delta}{2\pi n}\frac{\sin^2(xL/2)}{\sin^2(x\delta/2)}.$$

At the Fourier bins the numerator is the constant $(1-\cos\omega_0L)/2$. For $|x|\delta\ll1$ the tail is therefore $(1-\cos\omega_0L)/(\pi Lx^2)$. At low temperature $f\simeq\beta\omega$ on the positive side, and the integrand falls only as $1/\omega$. Lines at $\pm\omega_0$ both contribute, while their correct total is $\beta\omega_0$. Raising the Nyquist energy from $\Omega_1$ to $\Omega_2$ at fixed $L$ thus increases the relative excess by

$$\frac{2(1-\cos\omega_0L)}{\pi L\omega_0}\ln\frac{\Omega_2}{\Omega_1}, \tag{7}$$

for $\Omega_{1,2}\gg\omega_0$. The shape of $K$ near Nyquist depends on $\omega/\Omega$ and adds a constant that cancels in the difference.

For the same line, $\omega_0L=63\pi$, so $1-\cos\omega_0L=2$. A fourfold finer sampling should add $4\ln4/(40\pi\times4.948)=0.89\%$. Direct sums over the bins at 2 K give an excess of 1.49% for $\delta=0.04\,\hbar/$meV and 2.38% for $0.01\,\hbar/$meV. Finer sampling makes the result worse, except for a line that sits exactly on a Fourier bin, where $1-\cos\omega_0L=0$. With the Hann window the relative excess is about $2\times10^{-10}$ in both cases.

**Elastic line.** A constant signal under the Hann window fills three bins with shares $1/6,\,2/3,\,1/6$, because its Fourier amplitudes are in the ratio $-1:2:-1$. Since $f(x)+f(-x)=x\coth(x/2)$, the corrected weight is

$$\frac23+\frac{x_1}{6}\coth\frac{x_1}{2},\qquad x_1=\frac{2\pi}{LkT},$$

instead of 1. At 2 K and $L=40\,\hbar/$meV, $x_1=0.911$ and the weight is 1.023. A 2% error on a Bragg peak can exceed a weak magnon signal. Subtract the known static average before windowing, or use $L\gg2\pi/(kT)$.

Detailed balance does not reveal these errors. After averaging over $\pm q$, $P$ is even in $\omega$, so $f(-x)=e^{-x}f(x)$ enforces the thermal ratio even on leaked intensity.

## Where the factor itself fails

Longitudinal fluctuations are quadratic in $X$ and $P$, so their commutator is an operator whose mean depends on the occupations. Consider $X_1X_2$ for independent modes $H_i=\tfrac12e_i(X_i^2+P_i^2)$. Classically

$$C(t)=\frac{(kT)^2}{e_1e_2}\cos e_1t\,\cos e_2t,$$

with weight $(kT)^2/(4e_1e_2)$ at $e_1+e_2$. The quantum weight there is $(1+n_1)(1+n_2)/4$. The corrected classical weight divided by the quantum one is

$$\frac{f[\beta(e_1+e_2)]\,(kT)^2}{e_1e_2(1+n_1)(1+n_2)}\;\longrightarrow\;kT\,\frac{e_1+e_2}{e_1e_2}\quad(T\to0).$$

The ratio vanishes: two zero-point amplitudes are missing, and one factor $f$ can restore only one power of $1/T$. For energies 2 and 3 meV at $kT=0.25$ meV, the corrected weight is 0.052 against 0.250. At the difference energy $e_2-e_1$ the error has the opposite sign. The classical weight is again $(kT)^2/(4e_1e_2)$, while the quantum weight $n_1(1+n_2)/4$ is exponentially small; for the same numbers the corrected weight is 0.011 against $8\times10^{-5}$. Two-magnon scattering should be calculated from LSWT.

## Worked example

The model parameters are $J=1$ meV, $S=5/2$, $D=1.2$ and $N=16$. There are 600 replicas, each equilibrated by 60 heat-bath sweeps. The step is $\Delta=0.04\,\hbar/$meV, with two steps per sample and 500 samples. Hence $L=40\,\hbar/$meV $=26.3$ ps, the bin width is 0.157 meV and the data occupy 77 MB.

At $q=\pi$, $A_q=5(0.2)=1$ meV and $B_q=5(2.2)=11$ meV. LSWT therefore gives $\omega_\pi=\sqrt{11}=3.317$ meV and, with negligible thermal occupation at 2 K, weight $2.5\sqrt{11}=8.29$. The simulation at 2 K gives the following energies (centroids of the uncorrected positive-energy spectrum) and corrected weights, with LSWT in parentheses.

| $q/\pi$ | energy (meV) | weight |
|---|---|---|
| 0 | 3.24 (3.32) | 0.74 (0.75) |
| 0.5 | 5.93 (6.00) | 2.40 (2.50) |
| 0.75 | 4.77 (4.85) | 4.71 (4.92) |
| 1 | 3.24 (3.32) | 8.31 (8.29) |

The energy of a classical oscillator has relative spread 1. The two spin components at $q$ involve the modes $q$ and $q+\pi$. Together with their partners of opposite wavevector, these are in general four oscillators per replica, but only two at $q=0$, $\pi/2$ and $\pi$, where some of them coincide. The weights therefore carry errors of about 2% at $q=0.75\pi$ and 3% in the other rows.

Averaged over all $q$, the positive-energy weights relative to LSWT and the energy shifts are:

| $T$ (K) | $kT/(JS^2)$ | raw | corrected | shift |
|---|---|---|---|---|
| 2 | 0.028 | 0.038 | 0.98 | −1.6% |
| 4 | 0.055 | 0.075 | 0.96 | −3.3% |
| 8 | 0.110 | 0.148 | 0.91 | −7.0% |

The averaged ratios have a rough statistical error of $1/\sqrt{16\times600}=1.0\%$. At 2 K the positive-energy side of the raw spectrum contains 4% of the LSWT weight, and the factor raises this to 98%. Linear extrapolation from 2 and 4 K gives $2(0.979)-0.957=1.00$, with a statistical error of about 1%. The runs share one random-number sequence, so their fluctuations are almost fully correlated; independent runs would give $\sqrt5\times1.0\%\simeq2\%$. Because $f\simeq\beta\omega$ here, a softening of 1.6% lowers the corrected weight by the same fraction at fixed classical weight. The remaining 0.5% at 2 K is below the statistical error of this run. It has the size expected from the change in the classical weight itself, which is also of relative order $kT/(JS^2)$: the transfer matrix of the 16-site ring puts the static weight 0.6% below its harmonic value on average over $q$, with $-1.1\%$ at $q=0$ and $+1.2\%$ at $q=\pi$. The shifts also contain a time-step error. The linearised splitting lowers $\omega_q$ by the fraction $(2JS\Delta\cos q)^2/24=0.17\%\,\cos^2q$. This is 0.006 meV at $q=0$ and $\pi$ and 0.08% on average, so the physical shift at 2 K is about $-1.5\%$.

On the same 2 K trajectories, the corrected intensity above 20 meV is $4\times10^{-3}$ of the total with a rectangular window and $4\times10^{-10}$ with a Hann window. The two spectra differ only in the window, so the rectangular tail is leakage amplified by $f$, not magnetic scattering.
